# Available Area for Random and Equilibrium Hard Disks Through Third Order

A model of precursor uptake during a deposition pulse needs a law for how the chance of adsorption falls as the surface fills. Before choosing that law, one has to decide whether it matters that adsorbed molecules stay where they land or move about and equilibrate. For hard disks, the two cases give the same law through second order in coverage. Mobility enters at third order, so at low coverage a quadratic law serves both, and uptake data that resolve no cubic term cannot tell them apart.

## The two ensembles and the available area

Identical disks of diameter $\sigma$ lie on a large homogeneous plane at number density $\rho$. The coverage is $\theta=\pi\rho\sigma^2/4$. The available-area function $\phi$ is the probability that a uniformly random point can take the centre of one more disk without overlap.

In random sequential adsorption (RSA), disks arrive one at a time at random points of an initially empty plane. A disk that fits sticks and never moves; one that does not fit is rejected. In the equilibrium ensemble, all non-overlapping configurations of a given number of disks are equally likely. The ensembles are compared at the same $\theta$.

Take $\sigma=1$ until the worked example. Let $f_{ij}=-1$ if centres $i$ and $j$ are closer than 1 and $f_{ij}=0$ otherwise, and let $e_{ij}=1+f_{ij}$. Then $e_{ij}$ is 1 for an allowed pair and 0 for an overlapping one. A trial centre at point 0 fits if every factor $1+f_{0i}$ equals 1, so

$$\phi=\Big\langle\prod_i(1+f_{0i})\Big\rangle. \tag{1}$$

Multiplying out gives one term for each subset of disks. Let $\rho_n(1,\dots,n)$ be the density for finding disk centres at $n$ given points. Integrating over $n$ points counts each subset $n!$ times, hence

$$\phi=1+\sum_{n\ge1}\frac1{n!}\int f_{01}\cdots f_{0n}\,\rho_n\,d1\cdots dn. \tag{2}$$

The sum stops at $n=5$. Suppose six centres lay within distance 1 of point 0. If one sits at 0, it overlaps the others. If not, two of them subtend an angle of at most $60^\circ$ at 0. With radii $a\ge b$, their squared separation is at most $a^2+b^2-ab=a^2-b(a-b)\le a^2<1$, so they overlap.

Equation (2) holds for both ensembles. They can differ only through the densities $\rho_n$. Since $\rho_1=\rho$ in both and $\int f_{01}\,d1=-\pi$, the first-order term is $-\pi\rho$ in both. The third-order term of $\phi$ needs $\rho_2$ through order $\rho^3$ and $\rho_3$ at its lowest order.

Let $A(r)$ be the overlap area of two circles of radius 1 whose centres are $r$ apart. It appears because

$$\int f_{13}f_{23}\,d3=A(r_{12}). \tag{3}$$

## Pair density at equilibrium

Let $z$ be the activity, with dimension of inverse area. In the grand canonical ensemble on a large area $S$, $N$ disks carry the weight $z^N/N!$ times the product of all $e_{ij}$. The normalising sum is $1+zS+\dots$. Dividing by it, the one-disk density is

$$\rho=z\Big[1+z\int e_{12}\,d2-zS+\dots\Big]=z(1-\pi z+\dots), \tag{4}$$

because $\int e_{12}\,d2=S-\pi$. The pair density is likewise

$$\rho_2=z^2e_{12}\Big[1+z\int(e_{13}e_{23}-1)\,d3+\dots\Big]. \tag{5}$$

Here $e_{13}e_{23}-1=f_{13}+f_{23}+f_{13}f_{23}$, whose integral is $-2\pi+A$. Inverting (4) gives $z=\rho(1+\pi\rho+\dots)$ and $z^2=\rho^2(1+2\pi\rho+\dots)$. The terms in $2\pi$ cancel:

$$\rho_2^{\rm eq}=e_{12}\big[\rho^2+\rho^3A(r_{12})\big]+O(\rho^4). \tag{6}$$

At lowest order, the triplet density is $z^3e_{12}e_{13}e_{23}$, which becomes $\rho^3e_{12}e_{13}e_{23}$.

## Pair density in sequential adsorption

Measure time so that one disk is attempted per unit area per unit time. The density grows at the rate

$$\frac{d\rho}{dt}=\phi=1-\pi\rho+\dots \tag{7}$$

A pair at points 1 and 2 is completed when the later disk arrives. Either point may be filled last, which gives a factor 2. The rate is then the density for a disk at 1 with point 2 free. Expanding the requirement that no other disk blocks point 2, as in (2), gives

$$\frac{d\rho_2}{dt}=2e_{12}\Big[\rho+\int f_{23}\,\rho_2(1,3)\,d3+\dots\Big]. \tag{8}$$

At lowest order, (7) and (8) give $d\rho_2/d\rho=2e_{12}\rho$. The plane starts empty, so $\rho_2=e_{12}\rho^2$, as at equilibrium. Put this form into the integral in (8):

$$\int f_{23}e_{13}\,d3=\int f_{23}(1+f_{13})\,d3=-\pi+A(r_{12}). \tag{9}$$

Now divide (8) by (7), using $1/(1-\pi\rho)=1+\pi\rho+\dots$:

$$\frac{d\rho_2}{d\rho}=2e_{12}\big[\rho+\rho^2(A-\pi)\big](1+\pi\rho)=2e_{12}\big[\rho+\rho^2A\big]+O(\rho^3). \tag{10}$$

Integration from the empty plane gives

$$\rho_2^{\rm RSA}=e_{12}\big[\rho^2+\tfrac23\rho^3A(r_{12})\big]+O(\rho^4). \tag{11}$$

For triplets, any of the three disks may arrive last. The lowest-order equation is $d\rho_3/d\rho=3\rho^2e_{12}e_{13}e_{23}$, so $\rho_3=\rho^3e_{12}e_{13}e_{23}$, again as at equilibrium.

The factor $2/3$ records the order of arrival. The term $\rho^2A$ in (10) describes a third disk that was present before the pair was complete. If the third disk comes last, it cannot have influenced where the other two landed. With density as the clock, the three disks are equally likely to be last at this order, which leaves two cases out of three.

The same point can be seen with three disks on a finite area $S$ with periodic edges. The second disk lands uniformly in the area left by the first, so two sequential disks have the equilibrium distribution. For a given first pair, the third disk has a free area $S-2\pi+A(r_{12})$, and its landing density is the inverse of this. Relative to equal weights, RSA therefore gives less weight to configurations whose first pair was close together.

## Equality at second order, difference at third

In the $n=2$ term of (2), hold the separation of disks 1 and 2 fixed. The positions of the pair for which both block point 0 fill an area $A(r_{12})$, so

$$\frac12\int f_{01}f_{02}\,\rho_2\,d1\,d2=\frac12\int A(r)\,\rho_2(r)\,d^2r. \tag{12}$$

Define

$$J=\int_{r>1}A(r)^2\,d^2r,\qquad T=\int_{\rm circle}e_{12}e_{13}e_{23}\,d1\,d2\,d3, \tag{13}$$

where the three centres in $T$ lie within distance 1 of point 0. Since $f_{01}f_{02}f_{03}=-1$ there, the triplet term of (2) is $-T\rho^3/6$. Inserting (6) and (11) gives

$$\phi=1-\pi\rho+\frac{\rho^2}{2}\int_{r>1}A\,d^2r+\rho^3\Big(\lambda J-\frac T6\Big)+O(\rho^4), \tag{14}$$

with $\lambda=\frac12$ at equilibrium and $\lambda=\frac12\cdot\frac23=\frac13$ for RSA. Everything through $\rho^2$ is common, and

$$\phi_{\rm RSA}-\phi_{\rm eq}=-\frac J6\rho^3+O(\rho^4). \tag{15}$$

The integrand of $J$ is positive for $1<r<2$, so the difference cannot vanish at this order. Its sign follows from the pair densities: RSA has fewer close pairs at order $\rho^3$, so the exclusion circles overlap less and together block more area.

## Evaluating the integrals

The overlap of two unit circles consists of two equal circular segments:

$$A(r)=2\arccos\frac r2-r\sqrt{1-\frac{r^2}{4}},\qquad 0\le r\le2. \tag{16}$$

Put $r=2\cos(x/2)$. Then $A=x-\sin x$ and $r\,dr=-2\cos(x/2)\sin(x/2)\,dx=-\sin x\,dx$. The limits $r=1$ and $r=2$ become $x=a=2\pi/3$ and $x=0$. Reversing the limits absorbs the minus sign. The second-order coefficient is

$$\frac12\int_{r>1}A\,d^2r=\pi\int_0^a(x-\sin x)\sin x\,dx=\pi\Big[\sin x-x\cos x-\frac x2+\frac{\sin2x}{4}\Big]_0^a. \tag{17}$$

At $x=a$, $\sin x=\sqrt3/2$, $\cos x=-1/2$ and $\sin2x=-\sqrt3/2$. The bracket is $\sqrt3/2+\pi/3-\pi/3-\sqrt3/8=3\sqrt3/8$, and the coefficient is $3\sqrt3\,\pi/8$.

For $J$, expanding the square gives

$$J=2\pi\int_0^a(x^2\sin x-2x\sin^2x+\sin^3x)\,dx=2\pi(I_1-2I_2+I_3). \tag{18}$$

The three integrals are

$$\begin{aligned}
I_1&=\big[-x^2\cos x+2x\sin x+2\cos x\big]_0^a=\tfrac{a^2}{2}+\sqrt3\,a-3,\\
I_2&=\big[\tfrac{x^2}{4}-\tfrac{x\sin2x}{4}-\tfrac{\cos2x}{8}\big]_0^a=\tfrac{a^2}{4}+\tfrac{\sqrt3\,a}{8}+\tfrac3{16},\\
I_3&=\big[-\cos x+\tfrac13\cos^3x\big]_0^a=\tfrac98.
\end{aligned} \tag{19}$$

The terms in $a^2$ cancel in (18). What remains is $\frac{3\sqrt3}{4}a-\frac94=\frac{\sqrt3\,\pi}{2}-\frac94$, so

$$J=\sqrt3\,\pi^2-\frac{9\pi}{2}=2.957489. \tag{20}$$

Quadrature of $A^2$, with $A$ built from chord lengths, gives the same digits.

With $\sigma=1$, $\rho=4\theta/\pi$. The first-order term becomes $-4\theta$, and the second-order coefficient becomes $(16/\pi^2)(3\sqrt3\,\pi/8)=6\sqrt3/\pi=3.3080$. The factor in (15) becomes $-(64/\pi^3)J/6$. Thus

$$\phi=1-4\theta+\frac{6\sqrt3}{\pi}\theta^2+c_3\theta^3+O(\theta^4), \tag{21}$$

$$c_3^{\rm RSA}-c_3^{\rm eq}=-\Big(\frac{32}{\sqrt3\,\pi}-\frac{48}{\pi^2}\Big)=-1.0174. \tag{22}$$

The separate cubic coefficients also need $T$. Fix the distances $r_1,r_2,r_3$ of the centres from point 0. Centres $i$ and $j$ are allowed if the angle between them is at least $\alpha_{ij}$, where $\cos\alpha_{ij}=(r_i^2+r_j^2-1)/(2r_ir_j)$; if this ratio is below $-1$, set $\alpha_{ij}=\pi$. Write $\alpha,\beta,\gamma$ for the three minimum angles. Going round the circle, the three angular gaps sum to $2\pi$, and each must lie between its minimum and $2\pi$ minus its minimum.

The lower bounds leave a right triangle in the plane of two gaps, with legs $2\pi-\alpha-\beta-\gamma$. The upper bound on the first gap removes a corner with legs $\alpha-\beta-\gamma$ if this is positive, and the others act likewise. The corners are disjoint, since two gaps above their upper bounds would sum to more than $2\pi$. The two cyclic orders cancel the factor $\frac12$ in the triangle areas. With $[u]_+=\max(u,0)$,

$$\begin{aligned}T=2\pi\int_0^1\!\!\int_0^1\!\!\int_0^1 r_1r_2r_3\big(&[2\pi-\alpha-\beta-\gamma]_+^2-[\alpha-\beta-\gamma]_+^2\\&-[\beta-\alpha-\gamma]_+^2-[\gamma-\alpha-\beta]_+^2\big)\,dr_1dr_2dr_3.\end{aligned} \tag{23}$$

Numerical integration gives $T=1.825$, and random sampling of three points in the circle gives $1.825\pm0.005$. From (14), $c_3^{\rm RSA}=(64/\pi^3)(J/3-T/6)=1.407$ and $c_3^{\rm eq}=(64/\pi^3)(J/2-T/6)=2.424$.

## A lattice case and the limits of the result

The steps leading to (15) do not need a continuous plane. On a lattice, integrals become sums, $\pi$ becomes the number of sites blocked by one particle, and $A$ counts the sites blocked by both members of a pair. Consider a square lattice on which a particle blocks every site within two spacings, 13 sites in all. Direct enumeration on a periodic $9\times9$ lattice, with $\rho$ now the number of particles per site, gives

$$\begin{aligned}
\phi_{\rm RSA}&=1-13\rho+36\rho^2+44\rho^3+\dots,\\
\phi_{\rm eq}&=1-13\rho+36\rho^2+80\rho^3+\dots
\end{aligned} \tag{24}$$

The enumeration follows the arrival process for RSA and counts allowed configurations for equilibrium; it does not use (14). Its coefficients agree with the lattice form of (14). For two particles three spacings apart, $A=2$. The cubic term of the pair density is 2 at equilibrium and $4/3$ for RSA, as (6) and (11) require.

The equality at second order rests on both pair densities starting as $\rho^2e_{12}$. If mobile disks also interact with an energy $u(r)$ outside contact, the activity expansion starts instead with $\rho^2e_{12}\exp(-u/k_BT)$. Their second-order coefficient then generally differs from that of non-interacting RSA. An initial surface with a correlated pattern of disks can also change the second order, because the integration leading to (11) assumed an empty start. If the pattern consists of close pairs, even the first order changes, since the pair density is then proportional to $\rho$ at lowest order.

The series describes low coverage. RSA ends in a jammed state with $\phi_{\rm RSA}=0$, and a cubic truncation carries no reliable information about that limit. At $\theta=0.20$, the cubic series gives $\phi_{\rm RSA}=0.3436$ and $\phi_{\rm eq}=0.3517$, a difference of $-0.0081$. Simulations of disks in a periodic box give a difference of the same sign, with a magnitude of about 0.007. The cubic term therefore gives the sign and rough size of the separation, but overstates its magnitude. The quadratic law alone gives 0.3323 at this coverage, 3 to 6% below the cubic values, so it should be kept for lower coverages.

## An erbium precursor pulse

Consider the early part of a pulse of erbium tris(methylcyclopentadienyl) in the deposition of erbium oxide. The inputs are rough: footprint diameter $\sigma=0.80$ nm, partial pressure $P=0.010$ Torr, temperature 573 K and sticking probability $s=1.0\times10^{-3}$ on the empty surface. Erbium enters through the molecular mass $m=404.6$ u, which sets the impinging flux

$$F=\frac{P}{\sqrt{2\pi mk_BT}}=7295\ {\rm nm^{-2}\,s^{-1}}. \tag{25}$$

Assume constant pressure and no desorption, and let a molecule that finds room stick with probability $s$. The footprint area is $\pi\sigma^2/4=0.5027\ {\rm nm^2}$, so

$$\frac{d\theta}{dt}=k\,\phi(\theta),\qquad k=0.5027\times7295\times10^{-3}\ {\rm s^{-1}}=3.667\ {\rm s^{-1}}. \tag{26}$$

The time to reach coverage $\theta$ is $k^{-1}\int_0^{\theta}d\theta'/\phi(\theta')$. With the cubic series and $\theta=0.20$, which is 0.398 molecules per nm², it is 92.5 ms for immobile adsorbates and 91.9 ms for adsorbates that equilibrate faster than new ones arrive. All other inputs are held fixed, and the digits are kept only to show the difference; with such rough inputs neither time is known this closely. In the cubic series, the excess is 0.64% of the equilibrium time, somewhat too large because the cubic term overstates the separation near $\theta=0.20$. It is smaller than the final difference in uptake rate, $0.0081/0.3517=2.3\%$, because the fractional time excess is the average, over the filling time at equilibrium, of the relative rate difference $(\phi_{\rm eq}-\phi_{\rm RSA})/\phi_{\rm RSA}$, which grows from zero as the surface fills.

Which limit applies depends on surface hopping. An assumed barrier of 1.5 eV and $10^{13}$ attempts per second give an average of 0.059 hops for an adsorbate present throughout the 92.5 ms, and fewer for later arrivals, so RSA is the closer description for these values. The hop rate depends exponentially on the barrier, so this conclusion is no firmer than the assumed barrier: 1.36 eV gives one hop in the same time, and 1.2 eV gives about 26.

Adsorption at discrete reactive sites breaks the assumption of a continuous plane, and this can matter more than mobility. As an example, take a square array of 4.0 reactive sites per nm², a rough value, with a spacing of 0.50 nm. One adsorbate then blocks 9 sites, or $9/4.0=2.25\ {\rm nm^2}$, against $\pi\sigma^2=2.01\ {\rm nm^2}$ on the continuous plane. At the same number of molecules per area, the cubic series for $\phi_{\rm eq}$ falls by 0.061, more than seven times the 0.0081 that separates the two disk ensembles. On the array itself, the cubic term puts RSA below equilibrium by 0.012; as for disks, this gives the sign and rough size and is somewhat too large. Both the size and the sign of the shift depend on the site density $n$. From 3.1 to 6.25 sites per nm² an adsorbate blocks 9 sites, an area $9/n$. This is $2.57\ {\rm nm^2}$ at $n=3.5$, $2.00\ {\rm nm^2}$ at $n=4.5$, where the shift nearly vanishes, and $1.50\ {\rm nm^2}$ at $n=6.0$, where $\phi$ rises above the continuum value. An oxide surface also need not have a square array of sites. These figures show that discreteness can outweigh mobility, in either direction; they are not a correction to apply.

The footprint is a similar concern. Making it 5% wider at fixed number density lowers $\phi_{\rm RSA}$ by 0.050. The true footprint depends on how many ligands remain after adsorption, and 0.80 nm may be too large if most are lost. Non-circular shape, readsorbed by-products and weakly held molecules that move to a free place before sticking are also left out and have not been sized. For this example, the choice between RSA and equilibrium can wait until the site arrangement is known and the footprint diameter is known much better than to 5%. The numerical output below lists the values used here.

## Numbers as computed

```
LATTICE TEST (exact series in site density)
excluded sites per particle: 13
RSA coefficients, orders 0-3: 1 -13 36 44
equilibrium coefficients, orders 0-3: 1 -13 36 80
overlap count of test pair: 2
pair density, cubic term, RSA: 4/3
pair density, cubic term, equilibrium: 2
DISK INTEGRALS (sigma = 1)
second-order coefficient in rho: 2.040524
J by quadrature: 2.957489; closed form: 2.957489
T by quadrature: 1.8253; grid change: 1.0e-04
T by sampling: 1.825 +/- 0.005
COEFFICIENTS IN COVERAGE
theta^2, both: 3.3080
theta^3, RSA: 1.407
theta^3, equilibrium: 2.424
theta^3, RSA minus equilibrium: -1.0174
DISKS AT THE EXAMPLE COVERAGE
coverage: 0.20; disks simulated: 2496
phi RSA, cubic series: 0.3436
phi RSA, simulation: 0.3441 +/- 0.0003
phi equilibrium, cubic series: 0.3517
phi equilibrium, simulation: 0.3511 +/- 0.0002
difference, cubic term: -0.0081
difference, simulation: -0.0070 +/- 0.0003
ERBIUM PRECURSOR PULSE (rough inputs)
footprint diameter: 0.80 nm
partial pressure: 0.010 Torr
temperature: 573 K
initial sticking probability: 1.0e-03
molecular mass: 404.6 u
footprint area: 0.5027 nm^2
impinging flux: 7295 per nm^2 per s
initial coverage rate: 3.667 per s
adsorbed density: 0.398 per nm^2
time to coverage, RSA: 92.50 ms
time to coverage, equilibrium: 91.91 ms
relative time excess of RSA: 0.64 %
NEGLECTED EFFECTS
higher orders, phi RSA: +0.0005
higher orders, phi equilibrium: -0.0006
reactive site density: 4.0 per nm^2
site spacing: 0.50 nm; sites blocked: 9
blocked area, site array: 2.250 nm^2
blocked area, continuum: 2.011 nm^2
site-array shift of phi equilibrium: -0.0611
RSA minus equilibrium on site array: -0.0118
hop barrier: 1.5 eV; attempts: 1e+13 /s
hops per adsorbate in that time: 0.059
phi shift for 5 % wider footprint: -0.0497
```
